# Axial heat conductance of a tapered fin: test program

```python
"""
Result under test: a fin of height H and length L has a width w falling linearly
from a (foot) to b (top). If the local conductivity is k = c*w, its conductance
along the length exceeds that of a rectangular fin of mean width m = (a+b)/2 by
    excess = ((a-b)/(a+b))**2 / 3      (1/27 for a = 10 nm, b = 5 nm).
Symbols: c slope of conductivity, sheet = k*w conductance per square of a slice,
k0 bulk conductivity, mfp phonon mean free path, h side-loss coefficient.
Units: lengths nm, conductivity W/(m K); then k*w is in nW/K.
"""
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.sparse.linalg import spsolve

foot, top = 10.0, 5.0
height, length = 50.0, 2000.0
slope = 1.5
temperature = 300.0
k_bulk, mfp = 150.0, 300.0
mean = (foot + top) / 2


def path_laplacian(links):
    """Matrix of a chain of nodes joined by the given conductances."""
    diagonal = np.zeros(len(links) + 1)
    diagonal[:-1] += links
    diagonal[1:] += links
    return sparse.diags([-links, diagonal, -links], [-1, 0, 1])


def solve_heat(a, b, direction, loss=0.0, nx=400, nz=40):
    """Finite-volume heat flow (nW) for 1 K between the two driven ends.
    loss: side-loss conductance per area of fin side, both sides, nW/(K nm^2)."""
    dx, dz = length / nx, height / nz
    z = (np.arange(nz) + 0.5) * dz
    sheet = slope * (a + (b - a) * z / height) ** 2
    along = sheet * dz / dx
    half_up = 2 * sheet * dx / dz
    up = 1 / (1 / half_up[:-1] + 1 / half_up[1:])
    chain_x = path_laplacian(np.ones(nx - 1))
    chain_z = path_laplacian(up)
    source = np.zeros((nz, nx))
    if direction == "axial":
        ends = np.zeros(nx)
        ends[[0, -1]] = 2.0
        chain_x = chain_x + sparse.diags(ends)
        source[:, 0] = 2 * along
    else:
        ends = np.zeros(nz)
        ends[0], ends[-1] = half_up[0], half_up[-1]
        chain_z = chain_z + sparse.diags(ends)
        source[0, :] = half_up[0]
    matrix = (sparse.kron(sparse.diags(along), chain_x)
              + sparse.kron(chain_z, sparse.identity(nx))
              + loss * dx * dz * sparse.identity(nx * nz))
    temp = spsolve(matrix.tocsc(), source.ravel()).reshape(nz, nx)
    if direction == "axial":
        flow = np.sum(2 * along * (1 - temp[:, 0]))
    else:
        flow = np.sum(half_up[0] * (1 - temp[0, :]))
    return flow, temp


def excess_formula(a, b):
    return ((a - b) / (a + b)) ** 2 / 3


# Main result: derived formulas against the solved heat equation
g_taper = slope * height * (foot**2 + foot * top + top**2) / (3 * length)
g_mean = slope * height * mean**2 / length
flow_taper, temp_taper = solve_heat(foot, top, "axial")
flow_mean, _ = solve_heat(mean, mean, "axial")
excess_solved = flow_taper / flow_mean - 1
vertical_spread = np.max(np.ptp(temp_taper, axis=0))
assert abs(flow_taper / g_taper - 1) < 1e-4
assert abs(flow_mean / g_mean - 1) < 1e-6
assert abs(excess_solved - excess_formula(foot, top)) < 1e-4
assert vertical_spread < 1e-7

# A stronger taper, where a wrong law would show more clearly
strong = solve_heat(10.0, 2.0, "axial")[0] / solve_heat(6.0, 6.0, "axial")[0] - 1
assert abs(strong - excess_formula(10.0, 2.0)) < 3e-4

# Heat driven up the height: slices in series
up_taper = solve_heat(foot, top, "vertical")[0]
up_mean = solve_heat(mean, mean, "vertical")[0]
assert abs(up_taper / (slope * length * foot * top / height) - 1) < 1e-3
assert abs(up_taper / up_mean - foot * top / mean**2) < 1e-3


def film_k(width, path=mfp):
    """Film with diffuse walls, one mean free path; k/path is kept fixed."""
    integral = quad(lambda u: (u - u**3) * -np.expm1(-width / (path * u)),
                    0, 1, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    return k_bulk * path / mfp * (1 - 1.5 * path / width * integral)


def film_excess(path=mfp):
    nodes, weights = np.polynomial.legendre.leggauss(16)
    widths = mean + (foot - top) / 2 * nodes
    average = sum(q * w * film_k(w, path) for q, w in zip(weights, widths)) / 2
    return average / (mean * film_k(mean, path)) - 1


def section_k(a, b, tall, n_phi=1440):
    """Mean axial k of a long fin with a trapezoidal section and diffuse walls,
    from the transport equation: integral over all chords of the section."""
    corners = np.array([[-a / 2, 0], [a / 2, 0], [b / 2, tall], [-b / 2, tall]])
    area = (a + b) / 2 * tall
    phi = (np.arange(n_phi) + 0.5) * np.pi / n_phi
    ray = np.array([np.cos(phi), np.sin(phi)])
    normal = np.array([-np.sin(phi), np.cos(phi)])
    marks = np.sort((corners @ normal).T, axis=1)
    nodes, weights = np.polynomial.legendre.leggauss(8)
    gaps = np.diff(marks, axis=1)[:, :, None]
    offset = (marks[:, :-1, None] + gaps * (nodes + 1) / 2).reshape(n_phi, -1)
    offset_weight = (gaps * weights / 2).reshape(n_phi, -1)
    upper = np.full(offset.shape, np.inf)
    lower = -upper
    for i in range(4):
        edge = corners[(i + 1) % 4] - corners[i]
        outward = np.array([edge[1], -edge[0]])
        speed = (outward @ ray)[:, None]
        hit = (outward @ corners[i] - offset * (outward @ normal)[:, None]) / speed
        upper = np.where(speed > 0, np.minimum(upper, hit), upper)
        lower = np.where(speed < 0, np.maximum(lower, hit), lower)
    chord = np.clip(upper - lower, 0, None)
    assert np.allclose(np.sum(offset_weight * chord, axis=1), area, rtol=1e-6)
    nodes, weights = np.polynomial.legendre.leggauss(40)
    total = 0.0
    for s, q in zip((nodes + 1) / 2, weights / 2):
        theta = np.pi / 2 * s**2
        reach = mfp * np.sin(theta)
        free = chord + reach * np.expm1(-chord / reach)
        total += (q * np.pi * s * np.sin(theta) * np.cos(theta) ** 2
                  * np.sum(offset_weight * free))
    return k_bulk * 3 / np.pi * total * np.pi / n_phi / area


# Film law against the chord integral of a very tall section
k_film_mean = film_k(mean)
k_tall = section_k(mean, mean, 1e5)
assert abs(k_tall / k_film_mean - 1) < 1e-2  # finite height and angular grid

# Second-order expansion of the excess for a general k(w)
step = 0.1
load = [w * film_k(w) for w in (mean - step, mean, mean + step)]
variance = (foot - top) ** 2 / 12
curvature = (load[0] - 2 * load[1] + load[2]) / step**2
expanded = curvature * variance / (2 * load[1])
excess_film = film_excess()
assert abs(expanded - excess_film) < 3e-4
assert film_k(foot) / film_k(top) < foot / top
assert excess_film < excess_formula(foot, top)

# Whole section: phonons cross between slices and meet top and foot
k_trapezoid = section_k(foot, top, height)
k_rectangle = section_k(mean, mean, height)
excess_section = k_trapezoid / k_rectangle - 1
coarse = section_k(foot, top, height, 720) / section_k(mean, mean, height, 720) - 1
assert abs(coarse - excess_section) < 1e-3

# Finite length, rough shortening of the mean free path
short_path = mfp / (1 + 4 * mfp / (3 * length))
end_change = film_k(mean, short_path) / k_film_mean - 1

# Side losses
h_radiation = 4 * constants.sigma * temperature**3
k_oxide, oxide_thickness = 1.4, 50.0
h_oxide = k_oxide / (oxide_thickness * 1e-9)
k_mean = slope * mean


def healing_length(h):
    return np.sqrt(k_mean * mean * 1e-9 / (2 * h)) * 1e9


heal_rad, heal_oxide = healing_length(h_radiation), healing_length(h_oxide)
inlet = solve_heat(mean, mean, "axial", loss=2 * h_oxide * 1e-9)[0]
inlet_formula = k_mean * mean * height / heal_oxide / np.tanh(length / heal_oxide)
assert abs(inlet / inlet_formula - 1) < 1e-2

print(f"width at foot, top, mean: {foot:.1f}, {top:.1f}, {mean:.2f} nm")
print(f"height, length: {height:.0f}, {length:.0f} nm")
print(f"conductivity slope c: {slope:.2f} W/(m K) per nm")
print(f"k at foot, top: {slope*foot:.2f}, {slope*top:.2f} W/(m K)")
print(f"k at mean width: {k_mean:.2f} W/(m K)")
print(f"mean of w^2: {(foot**2+foot*top+top**2)/3:.4f} nm^2")
print(f"square of mean width: {mean**2:.4f} nm^2")
print(f"variance of width: {variance:.4f} nm^2")
print(f"axial conductance, taper: {g_taper:.4f} nW/K")
print(f"axial conductance, mean width: {g_mean:.4f} nW/K")
print(f"heat flow in taper for 1 K: {g_taper:.4f} nW")
print(f"excess, formula: {100*excess_formula(foot, top):.3f} %")
print(f"excess, solved heat equation: {100*excess_solved:.3f} %")
print(f"largest vertical T difference below 1e-7 K: {vertical_spread < 1e-7}")
print(f"10 to 2 nm taper, formula: {100*excess_formula(10, 2):.2f} %")
print(f"10 to 2 nm taper, solved: {100*strong:.2f} %")
print(f"flow up the height, solved change: {100*(up_taper/up_mean-1):.2f} %")
print(f"flow up the height, formula: {100*(foot*top/mean**2-1):.2f} %")
print(f"rough bulk k, mean free path: {k_bulk:.0f} W/(m K), {mfp:.0f} nm")
print(f"film law k at foot width: {film_k(foot):.2f} W/(m K)")
print(f"film law k at mean width: {k_film_mean:.2f} W/(m K)")
print(f"film law k at top width: {film_k(top):.2f} W/(m K)")
print(f"very tall section k at mean width: {k_tall:.2f} W/(m K)")
print(f"excess, film law by slices: {100*excess_film:.2f} %")
print(f"excess, film law, second-order expansion: {100*expanded:.2f} %")
print(f"whole section k, trapezoid: {k_trapezoid:.3f} W/(m K)")
print(f"whole section k, rectangle: {k_rectangle:.3f} W/(m K)")
print(f"excess, whole section: {100*excess_section:.2f} %")
print(f"mean free path shortened by length: {short_path:.0f} nm")
print(f"change of film k by finite length: {100*end_change:.1f} %")
print(f"excess by slices with shortened path: {100*film_excess(short_path):.2f} %")
for trial in (top - 0.5, top + 0.5):
    print(f"excess if top width is {trial:.1f} nm: "
          f"{100*excess_formula(foot, trial):.2f} %")
print(f"temperature: {temperature:.0f} K")
print(f"radiation coefficient, black body: {h_radiation:.2f} W/(m^2 K)")
print(f"healing length, radiation: {heal_rad/1000:.1f} um")
print(f"rough oxide k, thickness: {k_oxide:.1f} W/(m K), {oxide_thickness:.0f} nm")
print(f"oxide loss coefficient: {h_oxide:.2e} W/(m^2 K)")
print(f"healing length, oxide cladding: {heal_oxide:.1f} nm")
print(f"clad mean-width fin, inlet flow for 1 K, solved: {inlet:.1f} nW")
print(f"clad mean-width fin, inlet flow, formula: {inlet_formula:.1f} nW")
print("tests ok")
```

Running it gives:

```
width at foot, top, mean: 10.0, 5.0, 7.50 nm
height, length: 50, 2000 nm
conductivity slope c: 1.50 W/(m K) per nm
k at foot, top: 15.00, 7.50 W/(m K)
k at mean width: 11.25 W/(m K)
mean of w^2: 58.3333 nm^2
square of mean width: 56.2500 nm^2
variance of width: 2.0833 nm^2
axial conductance, taper: 2.1875 nW/K
axial conductance, mean width: 2.1094 nW/K
heat flow in taper for 1 K: 2.1875 nW
excess, formula: 3.704 %
excess, solved heat equation: 3.701 %
largest vertical T difference below 1e-7 K: True
10 to 2 nm taper, formula: 14.81 %
10 to 2 nm taper, solved: 14.81 %
flow up the height, solved change: -11.10 %
flow up the height, formula: -11.11 %
rough bulk k, mean free path: 150 W/(m K), 300 nm
film law k at foot width: 14.42 W/(m K)
film law k at mean width: 11.61 W/(m K)
film law k at top width: 8.49 W/(m K)
very tall section k at mean width: 11.61 W/(m K)
excess, film law by slices: 2.39 %
excess, film law, second-order expansion: 2.39 %
whole section k, trapezoid: 7.902 W/(m K)
whole section k, rectangle: 7.842 W/(m K)
excess, whole section: 0.77 %
mean free path shortened by length: 250 nm
change of film k by finite length: -4.3 %
excess by slices with shortened path: 2.34 %
excess if top width is 4.5 nm: 4.80 %
excess if top width is 5.5 nm: 2.81 %
temperature: 300 K
radiation coefficient, black body: 6.12 W/(m^2 K)
healing length, radiation: 83.0 um
rough oxide k, thickness: 1.4 W/(m K), 50 nm
oxide loss coefficient: 2.80e+07 W/(m^2 K)
healing length, oxide cladding: 38.8 nm
clad mean-width fin, inlet flow for 1 K, solved: 108.5 nW
clad mean-width fin, inlet flow, formula: 108.7 nW
tests ok
```
